# Why trapped product can slow thermal atomic layer etching in deep holes

**Q:** My deep holes keep fluoride at the bottom after a ligand-exchange dose that clears a flat wafer. I suspect that the volatile product cannot get out. How would its pressure slow the etch?

**A:** By undoing the exchange before the metal leaves. Take a surface fluoride unit SF, a precursor AX and two steps:

$$\mathrm{SF+AX(g)\rightleftharpoons SX+AF(g)},\qquad \mathrm{SX\to MX(g)+fresh\ SF}.$$

Let $\theta$ be the fraction of exposed sites in the form SX. The forward exchange has rate constant $k_f$, the back-exchange $k_r$ and the removal $k_d$. With precursor pressure $p_A$ and AF pressure $p_P$,

$$\frac{d\theta}{dt}=k_fp_A(1-\theta)-k_rp_P\theta-k_d\theta .$$

Removal also lowers $\theta$, because it exposes fresh SF. At fixed pressures $\theta$ settles within about $1/k_d$. If that is short compared with the dose, I may set the derivative to zero:

$$\theta=\frac{k_fp_A}{k_fp_A+k_rp_P+k_d},\qquad R=N_sk_d\theta ,$$

where $N_s$ is the number of exposed sites per area and $R$ the removal rate per area. Product pressure enters through the denominator: it returns SX to SF, so fewer units are ready to leave. In this model the etch slows but does not reverse, because MX does not come back.

**Q:** How high can the product pressure become?

**A:** Transport sets a ceiling. Consider a cylinder of diameter $d$ and depth $L$, with $z=0$ at the mouth. Molecules collide with the wall far more often than with each other, so $D=d\bar v/3$, with $\bar v=\sqrt{8k_BT/\pi M}$ for molecular mass $M$. The wall area per hole volume is $s=4/d$. Each removed unit consumes one AX and makes one AF. When little gas is stored in the hole, the concentrations obey

$$D_Ac_A''=sR,\qquad D_Pc_P''=-sR .$$

Adding them gives $(D_Ac_A+D_Pc_P)''=0$. The slope of the sum vanishes at the closed bottom, whose small area I neglect, so the sum is constant. At the mouth I assume precursor pressure $p_0$ and no product. Pressure is proportional to concentration at fixed temperature, hence

$$p_P=m(p_0-p_A),\qquad m=\frac{D_A}{D_P}=\sqrt{\frac{M_P}{M_A}} .$$

The product pressure therefore stays below $mp_0$. Define $y=p_A/p_0$, $a=k_fp_0/k_d$ and $b=mk_rp_0/k_d$. Dividing $R$ by its mouth value $R_0=N_sk_da/(1+a)$ gives

$$f(y)=\frac{R}{R_0}=\frac{(1+a)y}{1+ay+b(1-y)} .$$

Both parts of your suspicion are needed. If exchange is irreversible, $k_r=0$ and $b=0$. If AF escapes freely, $D_P\to\infty$, so $m$ and $b$ again vanish. With $K=k_f/k_r$, one also has $b=ma/K$. Uphill exchange, with small $K$, favours a large $b$; rapid removal makes $b$ small.

**Q:** But the precursor also runs out on its way down. Would that not slow the bottom by itself?

**A:** Yes, and the two effects interact. With $c_A=c_0y$, the diffusion equation becomes

$$L^2y''=\phi^2f(y),\qquad \phi^2=\frac{sL^2R_0}{D_Ac_0},$$

with $y(0)=1$ and $y'(L)=0$. If the rate is nearly uniform, $f\approx1$, and two integrations give $1-y(L)=\phi^2/2$. Put $q=1-y$ and expand for small $q$:

$$f=\frac{(1+a)(1-q)}{1+a+(b-a)q}\approx1-q\left[1+\frac{b-a}{1+a}\right]=1-q\frac{1+b}{1+a}.$$

The bottom rate thus falls by $(\phi^2/2)(1+b)/(1+a)$, provided this is small. The 1 in $1+b$ is starvation and the $b$ is back-exchange.

In a deeper hole, back-exchange also saves precursor. At equal $y$, it lowers $f$. Moreover, $f$ rises with $y$, since $df/dy=(1+a)(1+b)/[1+ay+b(1-y)]^2>0$. Compare the profile $y_b$ with the profile $y_0$ for $b=0$. If $y_b-y_0$ had a negative minimum, then $f_b(y_b)<f_b(y_0)\le f_0(y_0)$ there, so its curvature would be negative, which a minimum forbids. The zero slope at the bottom excludes a minimum there for the same reason. Hence $y_b\ge y_0$ everywhere.

Both profiles start at 1, so $y_b$ is no steeper at the mouth. Integrating the profile equation shows that the mean of $f$ is $-Ly'(0)/\phi^2$. Back-exchange therefore lowers the whole-hole rate at the start of a dose. The bottom rate may go either way, because more precursor reaches it.

**Q:** If the bottom can start faster, why should my dose become longer?

**A:** The starting rate does not fix the clearing time, because the profile changes as the upper wall clears. Let the wall begin with $N$ fluoride units per area, in a layer several sites thick, and let cleared wall be inert. Since $y''\ge0$ and $y'(L)=0$, $y$ decreases with depth. So does the rate, and the bottom clears last, at time $T$.

Integrate $D_Ac_0y''=sR$ over the whole dose. Every position has lost $N$ units by then, so $Y(z)=\int_0^Ty\,dt$ obeys

$$D_Ac_0Y''=sN,\qquad Y(0)=T,\quad Y'(L)=0 .$$

The solution is $Y=T-(sN/D_Ac_0)(Lz-z^2/2)$. At the bottom this reads

$$T=t_{tr}+\int_0^Ty(L,t)\,dt,\qquad t_{tr}=\frac{NsL^2}{2D_Ac_0}.$$

The transport time $t_{tr}$ does not contain the exchange kinetics. The integral is the time for which the bottom would have to sit at full mouth pressure to receive the same exposure.

The bottom must also lose $N$ units, so $\int_0^Tf(y(L,t))\,dt=N/R_0\equiv t_{loc}$, the clearing time of a wall at mouth conditions. For $b\ge a$ the denominator of $f$ lies between $1+a$ and $1+b$. Thus $y(1+a)/(1+b)\le f\le y$, and

$$t_{tr}+t_{loc}\le T\le t_{tr}+t_{loc}\frac{1+b}{1+a}.$$

For $b=0$ the denominator is at most $1+a$, so $f\ge y$ and $T\le t_{tr}+t_{loc}$. Back-exchange with $b>a$, that is $K<m$, therefore cannot shorten the dose compared with irreversible exchange. The bound is finite, so in this model a long enough dose still removes the whole layer: the saturated etch per cycle is unchanged.

**Q:** Can you put numbers on a hole like mine?

**A:** Take a hole 100 nm wide and 10 µm deep at 523 K, with 0.50 Torr of dimethylaluminium chloride at the mouth. The molar masses of AX and AF are 92.50 and 76.05 g/mol, so $m=0.907$. The mean speed of 346 m/s gives $D_A=0.115$ cm²/s, and $c_0=9.23\times10^{15}$ cm⁻³.

A 1 nm lining with 60 fluoride units per nm³ has $N=60$ nm⁻². I choose $N_s=15$ nm⁻², $k_d=100$ s⁻¹, $k_fp_0=25$ s⁻¹ and an exchange energy $\Delta G=0.20$ eV. Then $K=e^{-0.20/0.04507}=0.0118$, $a=0.25$ and $b=0.907\times0.25/0.0118\approx19.2$. The two times are

$$t_{loc}=\frac{60}{15\times100\times0.20}=0.20\ \mathrm{s},$$

$$t_{tr}=\frac{(6\times10^{15})(4\times10^5)(10^{-3})^2}{2(0.1153)(9.232\times10^{15})}=1.13\ \mathrm{s},$$

the second with lengths in cm. The bounds are 1.33 and 4.35 s. To find $T$ itself, I divide the depth into 200 slices, solve the profile numerically and advance to the moment when the next slice clears. The dose is 2.59 s with back-exchange and 1.30 s without it. If you stop at 1.30 s, 59 % of the fluoride remains at the bottom.

The exposure integrals are 1.47 and 0.17 s. Divided by the doses, they give mean bottom precursor pressures of 57 % and 13 % of the mouth value. With back-exchange, the precursor is present but poorly used. Early in the dose, once the coverage has settled, the bottom holds 0.22 Torr of AF, so $1-y=0.22/(0.907\times0.50)\approx0.485$ and

$$f\approx\frac{1.25\times0.515}{1+0.13+9.3}\approx0.062 .$$

The term 9.3 is the back-exchange. Without it, at the same precursor pressure, $f$ would be 0.57.

**Q:** Does the effect grow with depth?

**A:** The relative effect does not keep growing. With everything but depth fixed, the same calculation gives:

| Depth (µm) | Dose with / without (s) | Starting bottom $f$ with / without |
|---|---|---|
| 2.5 | 0.61 / 0.26 | 0.303 / 0.761 |
| 5 | 1.18 / 0.46 | 0.149 / 0.378 |
| 10 | 2.59 / 1.30 | 0.062 / 0.063 |
| 20 | 6.65 / 4.67 | 0.019 / 0.0015 |

The starting bottom rates cross near 10.1 µm. At 20 µm the bottom starts faster with back-exchange, yet clears later. The dose ratio falls to 1.4 there. The bounds explain the eventual decline: the second term of $T$ cannot exceed 3.23 s here, while $t_{tr}$ grows as $L^2$.

**Q:** Could I simply raise the precursor pressure?

**A:** It shortens $t_{tr}$ as $1/p_0$, as long as the flow stays molecular. The upper bound on the other term is

$$t_{loc}\frac{1+b}{1+a}=\frac{N(1+b)}{N_sk_da}=\frac{N}{N_s}\left(\frac1{k_fp_0}+\frac{m}{Kk_d}\right).$$

Its last part, about 3.07 s here, does not fall with pressure, because the ceiling $mp_0$ on the product pressure rises with $p_0$. But this is an upper bound, not a floor for the dose. Since $R\le N_sk_d$, integrating the product equation twice limits the AF pressure at the bottom to $k_BT\,sN_sk_dL^2/(2D_P)$, however large $p_0$ is. Within this model, enough precursor would therefore outweigh the back-exchange. With the constants above, however, this limit is about 13 Torr of AF, and forward exchange matches back-exchange at that pressure only near $13/K\approx1100$ Torr of AX. The flow is then no longer molecular, so the model does not offer this as a practical way to remove back-exchange altogether. A moderate rise in pressure still shortens the dose in this example while the flow stays molecular; by how much has to be found from the numerical calculation, not from the bound.

**Q:** How far should I trust this for a real process?

**A:** The hole size, temperature and precursor resemble memory-type structures and thermal etching, but only roughly. A 1 nm fluoride layer removed in one cycle is thick, and the precursor pressure is chosen for illustration. The kinetic constants are chosen, not measured for a particular metal, and the exchange energy alone can double the dose. With $k_f$ and $k_d$ fixed, exchange energies of −0.10, 0, 0.10 and 0.20 eV give doses of 1.30, 1.32, 1.53 and 2.59 s.

A real metal atom sheds several ligands, perhaps through steps with different constants; I have not included that. A real last layer also dissolves site by site. A time-dependent calculation with both gases, the coverage and this final layer leaves 1 % of the bottom fluoride after 2.86 s with back-exchange and 1.39 s without.

The mean free path, 68 µm for an assumed collision diameter of 0.6 nm, supports molecular flow. Narrowing by the lining adds at most about 5 % to $t_{tr}$, and the resistance of the mouth region about 3 % at 10 µm depth. That end correction scales roughly as $d/L$ and reaches about 11 % of $t_{tr}$ at 2.5 µm. I also took the precursor as single molecules, although dimethylaluminium chloride may be partly dimeric under these conditions. If it were all dimers at the same total pressure, $t_{tr}$ would fall to 0.80 s: the number of molecules per volume is unchanged, each dimer carries two AX units, and the speed falls by $\sqrt2$, so the supply of AX units rises by $2/\sqrt2=\sqrt2$. A larger uncertainty is the product. I treat AF as single molecules, but dimethylaluminium fluoride binds to itself strongly through fluoride bridges. Much of it is therefore likely to be associated at equilibrium, even at these low pressures. If the associated molecules exchange poorly, back-exchange will be much weaker than in this example. The doses above illustrate the mechanism; they do not predict its size for this precursor.

**Q:** What if MX also returns to the wall?

**A:** Let it turn SF back into SX at rate $k_ap_M$. With $\Sigma=k_fp_A+k_ap_M+k_rp_P+k_d$, the steady balance gives $\theta=(k_fp_A+k_ap_M)/\Sigma$ and $1-\theta=(k_rp_P+k_d)/\Sigma$. The net removal is

$$R=N_s[k_d\theta-k_ap_M(1-\theta)]=N_s\frac{k_dk_fp_A-k_ak_rp_Mp_P}{\Sigma},$$

because the terms $k_dk_ap_M$ cancel. Now both products oppose removal, and it stops when $p_Mp_P/p_A=k_dk_f/(k_ak_r)$. If the largest possible return rate is 1 % of $k_d$, the computed dose rises from 2.59 to 2.83 s.

**Q:** What measurement would separate back-exchange from starvation?

**A:** Use a flat sample, where transport down a hole is absent, and add AF while holding the AX pressure fixed at 0.50 Torr. At 0.22 Torr of AF, the example has $k_rp_P/k_d\approx9.3$, so the rate should fall to $1.25/(1.25+9.3)\approx0.12$ of its product-free value. If exchange is irreversible, this model predicts no change.
